**Standard-state shifts and the release of a harmonic restraint**

The program tests three results at T = 298.15 K: the volume per molecule at 1 mol/L, V° = 1660.54 Å³; the free energy of taking an ideal gas from 1 atm to 1 mol/L, kT ln(v_atm/V°) = 1.894 kcal/mol; and the release free energy −kT ln[V°/(2πkT/K)^{3/2}]. Here v_atm is the volume per molecule at 1 atm, and K is the spring constant in U = ½Kr², with r the displacement. The gas shift is asserted against a chemical potential built from summed quantum levels of a periodic box, and against the integral of v dP. A model association reaction is asserted to have the same bound fraction, 0.85163, in the pressure and molar conventions. For K = 10 kcal/mol/Å² the release formula gives −5.2714 kcal/mol, and thermodynamic integration in boxes of side 20 and 30 Å is asserted to agree after conversion to 1 mol/L. Further assertions cover the wall correction for a soft spring, the shift when the factor ½ is omitted, the quantum correction for a mass of 18 u, and the closed form for a restraint on distance. The output gives −0.0269 kcal/mol for the wall correction, −0.0113 kcal/mol for the quantum correction, and −1.5414 kcal/mol for releasing the distance restraint at 4 Å.

## Numerical verification

```python
# Results under test (ideal gas or dilute solute, T = 298.15 K):
#   volume per molecule at 1 mol/L:   V0 = 1/(N_A * 1 mol/L) = 1661 A^3
#   1 atm -> 1 mol/L:                 dG = kT ln(v_atm/V0) = 1.89 kcal/mol
#   release of U = K r^2/2 into V0:   dF = -kT ln(V0/(2 pi kT/K)^(3/2))
# v_atm: volume per molecule at 1 atm; K: spring constant; r: displacement.
# Energies are in kcal/mol and lengths in angstrom unless a name says SI.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, gammaln

T = 298.15
kcal_per_mol_SI = 1000 * const.calorie / const.N_A
kT_SI = const.k * T
kT = kT_SI / kcal_per_mol_SI
A3_SI = const.angstrom**3
hartree = const.physical_constants["Hartree energy"][0] / kcal_per_mol_SI
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom


def integrate(function, start, end):
    """Quadrature with a relative error target, safe for tiny SI values."""
    return quad(function, start, end, epsabs=0, epsrel=1e-11, limit=200)[0]


# ---------- standard states ----------
V0 = const.liter / const.N_A / A3_SI
v_atm = kT_SI / const.atm / A3_SI
v_bar = kT_SI / const.bar / A3_SI
shift_atm = kT * np.log(v_atm / V0)
shift_bar = kT * np.log(v_bar / V0)
assert round(V0) == 1661
assert round(shift_atm, 2) == 1.89

# Chemical potential from the definition F(N+1) - F(N), with the
# one-particle partition function summed over levels of a periodic box.
mass_u = 18.0
mass_SI = mass_u * const.atomic_mass
wavelength = const.h / np.sqrt(2 * np.pi * mass_SI * kT_SI) / const.angstrom


def log_q_box(side):
    side_SI = side * const.angstrom
    n_max = int(8 * side / wavelength) + 10
    n = np.arange(1, n_max + 1)
    level = const.h**2 * n**2 / (2 * mass_SI * side_SI**2)
    return 3 * np.log(1 + 2 * np.sum(np.exp(-level / kT_SI)))


def mu_counted(volume_per_molecule, N=10000):
    log_q = log_q_box((N * volume_per_molecule) ** (1 / 3))

    def free_energy(number):
        return -kT * (number * log_q - gammaln(number + 1))

    return free_energy(N + 1) - free_energy(N)


mu_molar = mu_counted(V0)
mu_atm = mu_counted(v_atm)
shift_counted = mu_molar - mu_atm
assert abs(shift_counted - shift_atm) < 1e-6
# the finite number of particles leaves an error of order kT/N
assert abs(mu_molar - kT * np.log(wavelength**3 / V0)) < 2e-4 * kT

# Same shift as the reversible work integral of v dP
P_molar_SI = kT_SI / (V0 * A3_SI)
work_SI = integrate(lambda P: kT_SI / P, const.atm, P_molar_SI)
assert abs(work_SI / kcal_per_mol_SI - shift_atm) < 1e-7

# A + B -> AB: the composition must not depend on the convention
dG_atm = -3.0
dG_molar = dG_atm - shift_atm
c_total = 0.01
atm_per_molar = const.R * T / const.liter / const.atm


def balance_pressure(x):
    p_AB = x * c_total * atm_per_molar
    p_free = (1 - x) * c_total * atm_per_molar
    return p_AB - np.exp(-dG_atm / kT) * p_free**2


def balance_molar(x):
    return x * c_total - np.exp(-dG_molar / kT) * ((1 - x) * c_total) ** 2


bound_pressure = brentq(balance_pressure, 0, 1, xtol=1e-13)
bound_molar = brentq(balance_molar, 0, 1, xtol=1e-13)
assert abs(bound_pressure - bound_molar) < 1e-9

# ---------- release of a harmonic position restraint ----------
K = 10.0
width = np.sqrt(kT / K)


def restrained_volume(spring):
    return (2 * np.pi * kT / spring) ** 1.5


def release_formula(spring, volume=V0):
    return -kT * np.log(volume / restrained_volume(spring))


Z_r = restrained_volume(K)
release = release_formula(K)
Z_quad = integrate(
    lambda r: 4 * np.pi * r**2 * np.exp(-K * r**2 / (2 * kT)),
    0, 14 * width)
assert abs(Z_quad / Z_r - 1) < 1e-9

x_nodes, x_weights = np.polynomial.legendre.leggauss(600)
t_nodes, t_weights = np.polynomial.legendre.leggauss(100)


def release_by_integration(spring, side):
    """Thermodynamic integration over the spring constant in a cube."""
    x = side / 4 * (x_nodes + 1)
    scale = kT / side**2
    t_end = np.log(1 + spring / scale)
    t = t_end / 2 * (t_nodes + 1)
    springs = scale * np.expm1(t)
    boltzmann = x_weights * np.exp(-springs[:, None] * x**2 / (2 * kT))
    mean_x2 = (boltzmann @ x**2) / boltzmann.sum(axis=1)
    slope = 1.5 * mean_x2 * scale * np.exp(t)
    return -t_end / 2 * np.sum(t_weights * slope)


box_sides = (20.0, 30.0)
raw_release = [release_by_integration(K, side) for side in box_sides]
to_standard = [kT * np.log(side**3 / V0) for side in box_sides]
standard_release = [a + b for a, b in zip(raw_release, to_standard)]
for value in standard_release:
    assert abs(value - release) < 1e-6

# Soft spring: the cloud reaches the walls of a cube of volume V0
K_soft = 0.1
side_V0 = V0 ** (1 / 3)
soft_formula = release_formula(K_soft)
soft_box = release_by_integration(K_soft, side_V0)
wall_term = 3 * kT * np.log(erf(side_V0 / 2 * np.sqrt(K_soft / (2 * kT))))
assert abs(soft_box - soft_formula - wall_term) < 1e-6
assert abs(wall_term) > 0.01

# Convention U = K r^2 without the factor one half
Z_no_half = integrate(
    lambda r: 4 * np.pi * r**2 * np.exp(-K * r**2 / kT), 0, 10 * width)
release_no_half = -kT * np.log(V0 / Z_no_half)
half_shift = -1.5 * kT * np.log(2)
assert abs(release_no_half - release - half_shift) < 1e-7

# Quantum particle: sums over oscillator levels and over box levels
K_SI = K * kcal_per_mol_SI / const.angstrom**2
quantum_ratio = const.hbar * np.sqrt(K_SI / mass_SI) / kT_SI
levels = np.arange(2000) + 0.5
log_q_spring = 3 * np.log(np.sum(np.exp(-quantum_ratio * levels)))
release_quantum = -kT * (log_q_box(side_V0) - log_q_spring)
quantum_shift = release_quantum - release
half_ratio = quantum_ratio / 2
quantum_closed = -3 * kT * np.log(np.sinh(half_ratio) / half_ratio)
quantum_leading = -3 * kT * quantum_ratio**2 / 24
quantum_next = 3 * kT * quantum_ratio**4 / 2880
assert abs(quantum_shift - quantum_closed) < 1e-9
# the first omitted series term is about 4e-8 kcal/mol
assert abs(quantum_shift - quantum_leading - quantum_next) < 1e-7
assert abs(quantum_shift) > 1e-4

# ---------- restraint on the distance only ----------


def shell_volume(d):
    gauss = width * np.sqrt(np.pi / 2) * (1 + erf(d / (width * np.sqrt(2))))
    edge = d * width**2 * np.exp(-d**2 / (2 * width**2))
    return 4 * np.pi * (edge + (d**2 + width**2) * gauss)


def shell_volume_quad(d):
    return integrate(
        lambda r: 4 * np.pi * r**2 * np.exp(-K * (r - d) ** 2 / (2 * kT)),
        max(0.0, d - 12 * width), d + 12 * width)


for d_test in (0.0, 0.3, 1.0, 4.0):
    assert abs(shell_volume(d_test) / shell_volume_quad(d_test) - 1) < 1e-8
assert abs(shell_volume(0.0) / Z_r - 1) < 1e-12
d = 4.0
release_distance = -kT * np.log(V0 / shell_volume(d))

# ---------- printed numbers ----------
print(f"temperature: {T:.2f} K")
print(f"kT: {kT:.5f} kcal/mol")
print(f"volume per molecule at 1 mol/L: {V0:.2f} A^3")
print(f"  the same: {V0 / bohr**3:.0f} bohr^3")
print(f"side of that cube: {side_V0:.3f} A")
print(f"volume per molecule at 1 atm: {v_atm:.0f} A^3")
print(f"volume ratio v_atm/V0: {v_atm / V0:.3f}")
print(f"ln(v_atm/V0): {np.log(v_atm / V0):.4f}")
print(f"shift 1 atm -> 1 mol/L, formula: {shift_atm:.4f} kcal/mol")
print(f"  the same: {1000 * shift_atm / hartree:.3f} millihartree")
print(f"shift from summed box levels: {shift_counted:.4f} kcal/mol")
print(f"shift 1 bar -> 1 mol/L: {shift_bar:.4f} kcal/mol")
print(f"association, dG at 1 atm (input): {dG_atm:.3f} kcal/mol")
print(f"association, dG at 1 mol/L: {dG_molar:.3f} kcal/mol")
print(f"total concentration of A and of B: {c_total:.2f} mol/L")
print(f"bound fraction, pressure convention: {bound_pressure:.5f}")
print(f"bound fraction, molar convention: {bound_molar:.5f}")
print(f"spring constant K: {K:.1f} kcal/mol/A^2")
print(f"width sqrt(kT/K) per axis: {width:.4f} A")
print(f"restrained volume Z_r: {Z_r:.5f} A^3")
print(f"ratio V0/Z_r: {V0 / Z_r:.1f}")
print(f"ln(V0/Z_r): {np.log(V0 / Z_r):.4f}")
print(f"release into 1 mol/L, formula: {release:.4f} kcal/mol")
print(f"  the same: {1000 * release / hartree:.3f} millihartree")
for side, raw, extra, total in zip(box_sides, raw_release,
                                   to_standard, standard_release):
    print(f"box side {side:.0f} A, integrated release: {raw:.4f} kcal/mol")
    print(f"  box to 1 mol/L: {extra:.4f} kcal/mol")
    print(f"  sum: {total:.4f} kcal/mol")
print(f"soft spring constant: {K_soft:.1f} kcal/mol/A^2")
print(f"soft release, formula: {soft_formula:.4f} kcal/mol")
print(f"soft release, cube of volume V0: {soft_box:.4f} kcal/mol")
print(f"wall term from erf: {wall_term:.4f} kcal/mol")
print(f"shift if U = K r^2: {half_shift:.4f} kcal/mol")
print(f"release if U = K r^2: {release_no_half:.4f} kcal/mol")
print(f"particle mass for quantum check: {mass_u:.1f} u")
print(f"thermal wavelength: {wavelength:.4f} A")
print(f"x = hbar omega/kT: {quantum_ratio:.4f}")
print(f"quantum shift, level sums: {quantum_shift:.6f} kcal/mol")
print(f"quantum shift, closed form: {quantum_closed:.6f} kcal/mol")
print(f"quantum shift, leading term: {quantum_leading:.6f} kcal/mol")
print(f"distance restraint, d: {d:.1f} A")
print(f"shell volume Z_d: {shell_volume(d):.2f} A^3")
print(f"release of distance restraint: {release_distance:.4f} kcal/mol")
print("done: every assertion held")
```

Running it gives:

```
temperature: 298.15 K
kT: 0.59248 kcal/mol
volume per molecule at 1 mol/L: 1660.54 A^3
  the same: 11206 bohr^3
side of that cube: 11.842 A
volume per molecule at 1 atm: 40626 A^3
volume ratio v_atm/V0: 24.465
ln(v_atm/V0): 3.1973
shift 1 atm -> 1 mol/L, formula: 1.8943 kcal/mol
  the same: 3.019 millihartree
shift from summed box levels: 1.8943 kcal/mol
shift 1 bar -> 1 mol/L: 1.9021 kcal/mol
association, dG at 1 atm (input): -3.000 kcal/mol
association, dG at 1 mol/L: -4.894 kcal/mol
total concentration of A and of B: 0.01 mol/L
bound fraction, pressure convention: 0.85163
bound fraction, molar convention: 0.85163
spring constant K: 10.0 kcal/mol/A^2
width sqrt(kT/K) per axis: 0.2434 A
restrained volume Z_r: 0.22714 A^3
ratio V0/Z_r: 7310.8
ln(V0/Z_r): 8.8971
release into 1 mol/L, formula: -5.2714 kcal/mol
  the same: -8.401 millihartree
box side 20 A, integrated release: -6.2030 kcal/mol
  box to 1 mol/L: 0.9316 kcal/mol
  sum: -5.2714 kcal/mol
box side 30 A, integrated release: -6.9237 kcal/mol
  box to 1 mol/L: 1.6523 kcal/mol
  sum: -5.2714 kcal/mol
soft spring constant: 0.1 kcal/mol/A^2
soft release, formula: -1.1787 kcal/mol
soft release, cube of volume V0: -1.2055 kcal/mol
wall term from erf: -0.0269 kcal/mol
shift if U = K r^2: -0.6160 kcal/mol
release if U = K r^2: -5.8874 kcal/mol
particle mass for quantum check: 18.0 u
thermal wavelength: 0.2383 A
x = hbar omega/kT: 0.3906
quantum shift, level sums: -0.011284 kcal/mol
quantum shift, closed form: -0.011284 kcal/mol
quantum shift, leading term: -0.011299 kcal/mol
distance restraint, d: 4.0 A
shell volume Z_d: 123.13 A^3
release of distance restraint: -1.5414 kcal/mol
done: every assertion held
```
